# Argon Collisional Energy Loss per Ion Pair at 2, 3 and 5 eV: test program

```python
"""
Collisional energy loss per electron-ion pair, E_c, in a model of argon.

Result under test (T = electron temperature in eV, Maxwellian electrons,
atoms at rest):
    E_c  = E_iz + (K_ex/K_iz) E_ex + (K_el/K_iz) w_el
    w_el = (2 m/M) T (3/2 + s),   s = d ln K_el / d ln T
K_iz, K_ex, K_el : ionization, excitation and momentum-transfer rate
                   coefficients (m^3/s)
E_iz, E_ex       : threshold energies (eV)
w_el             : mean energy loss per elastic collision (eV)
m, M             : electron and atom mass
The cross sections are simple models with round parameters, not data.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import e as charge, m_e, atomic_mass

M_U = 40.0
MASS_RATIO = m_e / (M_U * atomic_mass)
E_IZ, E_EX, E_0 = 15.8, 12.0, 12.0           # eV
S_IZ, S_EX, S_EL = 3.0e-20, 1.5e-20, 1.5e-19  # m^2
TEMPERATURES = (2.0, 3.0, 5.0)               # eV


# ---------- model cross sections (m^2), energy in eV ----------
def sigma_iz(E):
    return S_IZ * (1 - E_IZ / E) if E > E_IZ else 0.0


def sigma_ex(E):
    return S_EX * (1 - E_EX / E) if E > E_EX else 0.0


def sigma_el(E):
    return S_EL * (E / E_0) * np.exp(1 - E / E_0)


# ---------- derived closed forms ----------
def mean_speed(T):
    return np.sqrt(8 * charge * T / (np.pi * m_e))


def k_iz(T):
    return mean_speed(T) * S_IZ * np.exp(-E_IZ / T)


def k_ex(T):
    return mean_speed(T) * S_EX * np.exp(-E_EX / T)


def k_el(T):
    x = T / E_0
    return 2 * np.e * mean_speed(T) * S_EL * x / (1 + x)**3


def slope_el(T):
    return 1.5 - 3 * T / (E_0 + T)


def w_elastic(T):
    return 2 * MASS_RATIO * T * (1.5 + slope_el(T))


def energy_parts(T):
    return (E_IZ, k_ex(T) / k_iz(T) * E_EX, k_el(T) / k_iz(T) * w_elastic(T))


# ---------- definition: average over the energy distribution ----------
def average(function, T):
    """Mean of function(E)*speed(E), integrated piecewise between thresholds."""
    def integrand(E):
        distribution = 2 / np.sqrt(np.pi) * T**-1.5 * np.sqrt(E) * np.exp(-E / T)
        return function(E) * np.sqrt(2 * charge * E / m_e) * distribution
    edges = (0.0, E_EX, E_IZ, E_IZ + 12 * T, E_IZ + 45 * T)
    return sum(quad(integrand, a, b, epsabs=0, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Two-body kinematics with anisotropic scattering, weight (1 + a cos)/2.
# Corrections of relative order m/M are expected, hence the tolerance 1e-4.
cosine, weight = np.polynomial.legendre.leggauss(20)
v_cm = MASS_RATIO / (1 + MASS_RATIO)
v_rel = 1 / (1 + MASS_RATIO)
final_square = (v_cm + v_rel * cosine)**2 + v_rel**2 * (1 - cosine**2)
for a in (-0.6, 0.0, 0.8):
    probability = weight * (1 + a * cosine) / 2
    lost_fraction = np.sum(probability * (1 - final_square))
    mean_cosine = np.sum(probability * cosine)
    assert close(lost_fraction, 2 * MASS_RATIO * (1 - mean_cosine), 1e-4)

# Rate coefficients, elastic loss and total loss against quadrature.
for T in TEMPERATURES:
    assert close(k_iz(T), average(sigma_iz, T), 1e-7)
    assert close(k_ex(T), average(sigma_ex, T), 1e-7)
    assert close(k_el(T), average(sigma_el, T), 1e-7)
    elastic_loss = average(lambda E: 2 * MASS_RATIO * E * sigma_el(E), T)
    assert close(k_el(T) * w_elastic(T), elastic_loss, 1e-7)
    total_loss = average(lambda E: 2 * MASS_RATIO * E * sigma_el(E)
                         + E_EX * sigma_ex(E) + E_IZ * sigma_iz(E), T)
    assert close(sum(energy_parts(T)), total_loss / average(sigma_iz, T), 1e-7)


# Derivative identity on another cross section, slope by finite difference.
def sigma_other(E):
    return 1e-19 / (1 + (E / 4)**2)


step = 1e-3
for T in TEMPERATURES:
    slope = (np.log(average(sigma_other, T * np.exp(step)))
             - np.log(average(sigma_other, T * np.exp(-step)))) / (2 * step)
    mean_energy = (average(lambda E: E * sigma_other(E), T)
                   / average(sigma_other, T))
    assert close(mean_energy, T * (1.5 + slope), 1e-5)


# Constant collision frequency: the usual 3 (m/M) T must come out.
def sigma_constant_frequency(E):
    return 1e-19 / np.sqrt(E)


for T in TEMPERATURES:
    loss = average(lambda E: 2 * MASS_RATIO * E * sigma_constant_frequency(E), T)
    assert close(loss / average(sigma_constant_frequency, T),
                 3 * MASS_RATIO * T, 1e-6)

# Trends of the parts and of the total between 2 and 5 eV.
grid = np.linspace(2, 5, 61)
parts_on_grid = np.array([energy_parts(T) for T in grid])
assert np.all(np.diff(parts_on_grid[:, 1]) < 0)
assert np.all(np.diff(parts_on_grid[:, 2]) < 0)
assert np.all(parts_on_grid.sum(axis=1) > E_IZ)

# ---------- worked example ----------
print(f"atom mass M = {M_U:.0f} u, m/M = {MASS_RATIO:.4e}")
print(f"E_iz = {E_IZ} eV, E_ex = {E_EX} eV, E_0 = {E_0} eV")
print(f"S_iz = {S_IZ:.1e}, S_ex = {S_EX:.1e}, S_el = {S_EL:.1e} m^2")
for T in TEMPERATURES:
    iz, ex, el = k_iz(T), k_ex(T), k_el(T)
    part_iz, part_ex, part_el = energy_parts(T)
    total = part_iz + part_ex + part_el
    usual_part = el / iz * 3 * MASS_RATIO * T
    usual_total = part_iz + part_ex + usual_part
    # Hand calculation from the rounded table entries.
    r_iz, r_ex, r_el, r_w = (float(f"{q:.3e}")
                             for q in (iz, ex, el, w_elastic(T)))
    by_hand = E_IZ + r_ex / r_iz * E_EX + r_el / r_iz * r_w
    assert abs(by_hand - total) < 0.05
    print(f"--- T = {T:.0f} eV, mean speed = {mean_speed(T):.4e} m/s")
    print(f"K_iz = {iz:.3e}, K_ex = {ex:.3e}, K_el = {el:.3e} m^3/s")
    print(f"slope s = {slope_el(T):.4f}, w_el = {w_elastic(T):.3e} eV")
    print(f"K_ex/K_iz = {ex / iz:.4f}, K_el/K_iz = {el / iz:.1f}")
    print(f"ionization part = {part_iz:.2f} eV")
    print(f"excitation part = {part_ex:.2f} eV")
    print(f"elastic part    = {part_el:.3f} eV")
    print(f"E_c = {total:.2f} eV = {total * charge:.3e} J")
    print(f"E_c from rounded table = {by_hand:.2f} eV")
    print(f"shares: iz {100 * part_iz / total:.1f} %, "
          f"ex {100 * part_ex / total:.1f} %, el {100 * part_el / total:.2f} %")
    print(f"usual 3(m/M)T = {3 * MASS_RATIO * T:.3e} eV, "
          f"elastic part with it = {usual_part:.3f} eV")
    print(f"E_c with usual elastic term = {usual_total:.2f} eV")
print("all good")
```

It prints:

```
atom mass M = 40 u, m/M = 1.3714e-05
E_iz = 15.8 eV, E_ex = 12.0 eV, E_0 = 12.0 eV
S_iz = 3.0e-20, S_ex = 1.5e-20, S_el = 1.5e-19 m^2
--- T = 2 eV, mean speed = 9.4645e+05 m/s
K_iz = 1.053e-17, K_ex = 3.519e-17, K_el = 8.101e-14 m^3/s
slope s = 1.0714, w_el = 1.411e-04 eV
K_ex/K_iz = 3.3429, K_el/K_iz = 7695.4
ionization part = 15.80 eV
excitation part = 40.12 eV
elastic part    = 1.086 eV
E_c = 57.00 eV = 9.133e-18 J
E_c from rounded table = 56.99 eV
shares: iz 27.7 %, ex 70.4 %, el 1.90 %
usual 3(m/M)T = 8.229e-05 eV, elastic part with it = 0.633 eV
E_c with usual elastic term = 56.55 eV
--- T = 3 eV, mean speed = 1.1592e+06 m/s
K_iz = 1.795e-16, K_ex = 3.185e-16, K_el = 1.210e-13 m^3/s
slope s = 0.9000, w_el = 1.975e-04 eV
K_ex/K_iz = 1.7745, K_el/K_iz = 674.2
ionization part = 15.80 eV
excitation part = 21.29 eV
elastic part    = 0.133 eV
E_c = 37.23 eV = 5.964e-18 J
E_c from rounded table = 37.23 eV
shares: iz 42.4 %, ex 57.2 %, el 0.36 %
usual 3(m/M)T = 1.234e-04 eV, elastic part with it = 0.083 eV
E_c with usual elastic term = 37.18 eV
--- T = 5 eV, mean speed = 1.4965e+06 m/s
K_iz = 1.905e-15, K_ex = 2.036e-15, K_el = 1.788e-13 m^3/s
slope s = 0.6176, w_el = 2.904e-04 eV
K_ex/K_iz = 1.0691, K_el/K_iz = 93.9
ionization part = 15.80 eV
excitation part = 12.83 eV
elastic part    = 0.027 eV
E_c = 28.66 eV = 4.591e-18 J
E_c from rounded table = 28.65 eV
shares: iz 55.1 %, ex 44.8 %, el 0.10 %
usual 3(m/M)T = 2.057e-04 eV, elastic part with it = 0.019 eV
E_c with usual elastic term = 28.65 eV
all good
```
